# Constant-Kernel Coagulation from Pure Monomer, with Silicon Seeds in Hydrogen: a numerical check

```python
# Result under test: constant-kernel coagulation from pure monomer gives
#   n_k = N0 x^(k-1) / (1+x)^(k+1),   x = K N0 t / 2,
# where n_k is the number density of clusters of k monomers, N0 the initial
# monomer density, t the time, and K/V the merging rate of each unordered pair
# of clusters in a volume V. The rate equations are
#   dn_k/dt = (K/2) sum_{i+j=k} n_i n_j - K n_k sum_j n_j.
# Example: silicon seed particles (the "monomers") in hot hydrogen.
import numpy as np
import sympy as sp
from math import gamma
from scipy import constants as const
from scipy.integrate import solve_ivp, dblquad

rng = np.random.default_rng(12345)

# ---------- example inputs (rough typical values), SI inside ----------
temperature = 900.0                    # K
pressure_torr = 760.0
seed_diameter = 2.0e-9                 # m
solid_density = 2330.0                 # kg/m^3, silicon, rough
N0 = 1.0e17                            # 1/m^3
duration = 0.1                         # s
gap = 0.040                            # m, distance between reactor walls
film_growth_nm_min = 20.0              # rough film growth rate
hamaker = 2.0e-19                      # J, silicon across gas, rough

kT = const.k * temperature
seed_radius = seed_diameter / 2
seed_mass = solid_density * 4 / 3 * np.pi * seed_radius**3
atoms_per_seed = seed_mass / (28.085 * const.atomic_mass)
K = 4 * seed_diameter**2 * np.sqrt(np.pi * kT / seed_mass)
x_end = K * N0 * duration / 2


def scaled_density(k, x):
    """Derived formula for n_k / N0, grouped so that large k is safe."""
    return (x / (1 + x))**(k - 1.0) / (1 + x)**2


# ---------- collision coefficient from sampled Maxwell velocities ----------
speed_scale = np.sqrt(kT / seed_mass)
v_first = rng.normal(0, speed_scale, (1000000, 3))
v_second = rng.normal(0, speed_scale, (1000000, 3))
relative_speed = np.linalg.norm(v_first - v_second, axis=1).mean()
K_sampled = np.pi * seed_diameter**2 * relative_speed
# statistical error of the mean is about 0.04 percent
assert abs(K_sampled / K - 1) < 3e-3

# ---------- direct integration of the rate equations in time ----------
kmax = 200
sizes = np.arange(1, kmax + 1)
pair_sum = (sizes[:, None] + sizes[None, :]).ravel()


def integrate(kernel):
    """Integrate c_k = n_k/N0 for a kernel matrix in m^3/s."""
    def rate(t, c):
        pairs = kernel * np.outer(c, c)
        gain = np.bincount(pair_sum, weights=pairs.ravel())[1:kmax + 1]
        return N0 * (0.5 * gain - pairs.sum(axis=1))
    start = np.zeros(kmax)
    start[0] = 1.0
    result = solve_ivp(rate, (0, duration), start, method="DOP853",
                       rtol=1e-9, atol=1e-13, dense_output=True)
    assert result.success
    return result


constant_run = integrate(np.full((kmax, kmax), K))
c_num = constant_run.y[:, -1]
deviation = np.max(np.abs(c_num - scaled_density(sizes, x_end)))
assert deviation < 1e-8
c_mid = constant_run.sol(0.3 * duration)
assert np.max(np.abs(c_mid - scaled_density(sizes, 0.3 * x_end))) < 1e-7

# moments of the integrated distribution against the derived expressions
assert abs(c_num.sum() - 1 / (1 + x_end)) < 1e-7
assert abs((sizes * c_num).sum() - 1) < 1e-6
assert abs((sizes**2 * c_num).sum() / (1 + 2 * x_end) - 1) < 1e-5

# difference of generating functions, h = g(1) - g(z)
for z in (0.3, -0.7, 0.5 + 0.5j):
    h_num = np.sum(c_num * (1 - z**sizes.astype(float)))
    assert abs(h_num - (1 - z) / (1 + (1 - z) * x_end)) < 1e-7

# the k-mer density peaks at x = (k-1)/2
x_grid = np.linspace(0.2, 0.95 * x_end, 4001)
trajectory = constant_run.sol(2 * x_grid / (K * N0))
for k in (3, 5, 8):
    x_peak_num = x_grid[np.argmax(trajectory[k - 1])]
    assert abs(x_peak_num - (k - 1) / 2) < 1e-2

# ---------- coefficients of the generating function, symbolic ----------
zs, xs = sp.symbols("z x", positive=True)
g_sym = 1 / (1 + xs) - (1 - zs) / (1 + (1 - zs) * xs)
derivative = g_sym
for k in range(1, 7):
    derivative = sp.together(sp.diff(derivative, zs))
    coefficient = derivative.subs(zs, 0) / sp.factorial(k)
    assert sp.simplify(coefficient - xs**(k - 1) / (1 + xs)**(k + 1)) == 0

# ---------- large-x form: error at k = x must halve when x doubles ----------
scaling_error = []
for x_big in (100.0, 200.0):
    limit_form = np.exp(-1.0) / x_big**2
    scaling_error.append(scaled_density(x_big, x_big) / limit_form - 1)
assert abs(scaling_error[0]) < 0.01
assert 1.9 < scaling_error[0] / scaling_error[1] < 2.1

# ---------- random merging of a finite population ----------
population, runs, kshow = 20000, 20, 6
counts = np.zeros((runs, kshow))
pair_rate = K * N0 / population        # K/V with V = population/N0
for run in range(runs):
    alive = np.arange(population, 1, -1)
    waits = rng.exponential(size=alive.size)
    waits /= pair_rate * alive * (alive - 1.0) / 2
    events = int(np.searchsorted(np.cumsum(waits), duration))
    draws = rng.random((events, 2)).tolist()
    clusters = [1] * population
    for u, v in draws:
        m = len(clusters)
        i = int(u * m)
        j = int(v * (m - 1))
        if j >= i:
            j += 1
        clusters[i] += clusters[j]
        clusters[j] = clusters[-1]
        clusters.pop()
    counts[run] = np.bincount(clusters, minlength=kshow + 1)[1:kshow + 1]
mc_mean = counts.mean(axis=0) / population
mc_error = counts.std(axis=0, ddof=1) / np.sqrt(runs) / population
# five standard errors, estimated from the scatter of the runs
for k in range(1, kshow + 1):
    miss = abs(mc_mean[k - 1] - scaled_density(k, x_end))
    assert miss < 5 * mc_error[k - 1]

# ---------- neglected effect: size dependence of the kernel ----------
root = sizes**(1 / 3)
area_factor = (root[:, None] + root[None, :])**2 / 4
speed_factor = np.sqrt((1 / sizes[:, None] + 1 / sizes[None, :]) / 2)
sphere_run = integrate(K * area_factor * speed_factor)
c_sphere = sphere_run.y[:, -1]
sphere_mass = (sizes * c_sphere).sum()
assert abs(sphere_mass - 1) < 1e-5     # nothing lost beyond kmax
assert c_sphere.sum() < c_num.sum()    # size dependence speeds coagulation

# ---------- neglected effect: van der Waals attraction ----------
rho = 1 + np.logspace(-5, 3, 5000)     # centre distance / contact distance
log_energy = np.linspace(-12, 4, 401)
energy = np.exp(log_energy)            # collision energy / kT


def capture_enhancement(attraction):
    """Thermal capture rate over hard-sphere rate; attraction = -V/kT."""
    b_squared = np.array([np.min(rho**2 * (1 + attraction / e))
                          for e in energy])
    step = log_energy[1] - log_energy[0]
    return np.sum(energy**2 * np.exp(-energy) * b_squared) * step


strength = 1000.0
sixth_power = capture_enhancement(strength / rho**6)
sixth_exact = 1.5 * (2 * strength)**(1 / 3) * gamma(5 / 3)
assert abs(sixth_power / sixth_exact - 1) < 1e-3
shape = 0.5 / (rho**2 - 1) + 0.5 / rho**2 + np.log1p(-1 / rho**2)
vdw_factor = capture_enhancement(hamaker / (6 * kT) * shape)
x_vdw = vdw_factor * x_end

# ---------- neglected effect: steady supply instead of one burst ----------
supply = N0 / duration
fed = solve_ivp(lambda t, y: [supply / N0 - K * N0 * y[0]**2 / 2],
                (0, duration), [0.0], rtol=1e-10, atol=1e-12)
fed_fraction = np.tanh(np.sqrt(x_end)) / np.sqrt(x_end)
assert abs(fed.y[0, -1] - fed_fraction) < 1e-7

# ---------- neglected effect: diffusion of seeds to the walls ----------
gas_density = pressure_torr * const.torr / kT
gas_mass = 2.016 * const.atomic_mass
drag = 8 / 3 * gas_density * seed_radius**2 * np.sqrt(2 * np.pi * gas_mass * kT)
# drag from the momentum flux of a slightly shifted Maxwell gas;
# speeds in units of sqrt(kT/gas_mass), elastic hard-sphere collisions
drift = 0.01
flux, _ = dblquad(
    lambda mu, s: s**4 * mu * np.exp(-(s*s - 2*s*drift*mu + drift**2) / 2)
    / np.sqrt(2 * np.pi), 0, 12, -1, 1, epsabs=1e-11, epsrel=1e-9)
drag_num = (gas_density * np.pi * seed_radius**2
            * np.sqrt(gas_mass * kT) * flux / drift)
assert abs(drag_num / drag - 1) < 1e-3   # remainder is of order drift^2
diffusion = kT / drag
odd = np.arange(1, 2001, 2)
decay = np.exp(-odd**2 * np.pi**2 * diffusion * duration / gap**2)
wall_loss = 1 - np.sum(8 / (np.pi**2 * odd**2) * decay)
# the sum over all modes starts from 1, so the loss starts from 0
wall_short = 4 * np.sqrt(diffusion * duration / np.pi) / gap
# the two differ by terms of order exp(-gap^2/(4 D t)), negligible here
assert abs(wall_loss - wall_short) < 1e-8
mean_speed = np.sqrt(8 * kT / (np.pi * seed_mass))
persistence = mean_speed * seed_mass / drag

# ---------- neglected effect: film growth on the seeds ----------
added_radius = film_growth_nm_min * 1e-9 / 60 * duration
volume_gain = (1 + added_radius / seed_radius)**3 - 1

# ---------- printed numbers ----------
N0_cm = N0 * 1e-6
print(f"temperature: {temperature:.0f} K")
print(f"hydrogen pressure: {pressure_torr:.0f} Torr")
print(f"seed diameter: {seed_diameter*1e9:.1f} nm")
print(f"silicon density: {solid_density/1000:.2f} g/cm3")
print(f"seed mass: {seed_mass:.3e} kg")
print(f"silicon atoms per seed: {atoms_per_seed:.0f}")
print(f"initial seed density N0: {N0_cm:.1e} cm^-3")
print(f"time in hot zone: {duration*1e3:.0f} ms")
print(f"K from formula: {K*1e6:.4e} cm3/s")
print(f"K from sampled velocities: {K_sampled*1e6:.4e} cm3/s")
print(f"time at which x = 1: {2/(K*N0)*1e3:.2f} ms")
print(f"x at the end: {x_end:.4f}")
print(f"total density: {N0_cm/(1+x_end):.4e} cm^-3")
print(f"mean size: {1+x_end:.3f} seeds")
print(f"diameter of mean-volume sphere: "
      f"{seed_diameter*1e9*(1+x_end)**(1/3):.2f} nm")
print(f"second moment / N0: {1+2*x_end:.3f}")
print("k-mer density in 1e9 cm^-3:")
print("k, formula, random merging +- std error, sphere kernel")
for k in range(1, kshow + 1):
    unit = N0_cm / 1e9
    print(f"{k}  {scaled_density(k, x_end)*unit:.4f}  "
          f"{mc_mean[k-1]*unit:.3f} +- {mc_error[k-1]*unit:.3f}  "
          f"{c_sphere[k-1]*unit:.4f}")
print(f"largest |formula - integration| / N0: {deviation:.1e}")
print(f"5-mer peak time: {2*2/(K*N0)*1e3:.2f} ms")
print(f"5-mer peak density: {scaled_density(5, 2.0)*N0_cm:.3e} cm^-3")
print(f"large-x form, error at k=x=100: {100*scaling_error[0]:.3f} %")
print(f"large-x form, error at k=x=200: {100*scaling_error[1]:.3f} %")
print(f"sphere kernel, total density: {c_sphere.sum()*N0_cm:.3e} cm^-3")
print(f"sphere kernel, mean size: {sphere_mass/c_sphere.sum():.2f} seeds")
print(f"Hamaker constant (rough): {hamaker/const.e:.2f} eV")
print(f"van der Waals factor on K: {vdw_factor:.2f}")
print(f"total density with that K: {N0_cm/(1+x_vdw):.3e} cm^-3")
print(f"monomer density with that K: {N0_cm/(1+x_vdw)**2:.3e} cm^-3")
print(f"steady supply, total density: {fed_fraction*N0_cm:.3e} cm^-3")
print(f"seed diffusion coefficient: {diffusion*1e4:.3f} cm2/s")
print(f"wall gap: {gap*1e3:.0f} mm")
print(f"seed loss to walls without merging: {100*wall_loss:.1f} %")
print(f"seed persistence length: {persistence*1e9:.0f} nm")
print(f"film growth rate (rough): {film_growth_nm_min:.0f} nm/min")
print(f"radius added by growth: {added_radius*1e9:.3f} nm")
print(f"seed volume gain by growth: {100*volume_gain:.1f} %")
print("finished without a failed check")
```

Output:

```
temperature: 900 K
hydrogen pressure: 760 Torr
seed diameter: 2.0 nm
silicon density: 2.33 g/cm3
seed mass: 9.760e-24 kg
silicon atoms per seed: 209
initial seed density N0: 1.0e+11 cm^-3
time in hot zone: 100 ms
K from formula: 1.0119e-09 cm3/s
K from sampled velocities: 1.0123e-09 cm3/s
time at which x = 1: 19.76 ms
x at the end: 5.0595
total density: 1.6503e+10 cm^-3
mean size: 6.059 seeds
diameter of mean-volume sphere: 3.65 nm
second moment / N0: 11.119
k-mer density in 1e9 cm^-3:
k, formula, random merging +- std error, sphere kernel
1  2.7235  2.704 +- 0.024  1.9139
2  2.2741  2.278 +- 0.030  1.5821
3  1.8988  1.887 +- 0.021  1.2992
4  1.5854  1.594 +- 0.016  1.0825
5  1.3238  1.336 +- 0.021  0.9129
6  1.1053  1.115 +- 0.014  0.7771
largest |formula - integration| / N0: 1.3e-12
5-mer peak time: 39.53 ms
5-mer peak density: 2.195e+09 cm^-3
large-x form, error at k=x=100: -0.497 %
large-x form, error at k=x=200: -0.249 %
sphere kernel, total density: 1.291e+10 cm^-3
sphere kernel, mean size: 7.75 seeds
Hamaker constant (rough): 1.25 eV
van der Waals factor on K: 2.11
total density with that K: 8.571e+09 cm^-3
monomer density with that K: 7.347e+08 cm^-3
steady supply, total density: 4.348e+10 cm^-3
seed diffusion coefficient: 0.353 cm2/s
wall gap: 40 mm
seed loss to walls without merging: 10.6 %
seed persistence length: 1581 nm
film growth rate (rough): 20 nm/min
radius added by growth: 0.033 nm
seed volume gain by growth: 10.3 %
finished without a failed check
```
